# Fröhlich phonon emission by a parabolic-band electron: threshold and full rate, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the polar coupling to the emission rate

A simulation of hot electrons in a polar semiconductor needs, at each electron energy, the rate at which longitudinal optical (LO) phonons are emitted. One has to decide whether this rate may be coded as a constant times the square root of the energy above threshold, or whether the full energy dependence must be kept. The choice sets the computed cooling rate. For the parameters of Section 2, an electron at 200 meV would lose energy more than four times too fast if the square root were used there. The square root is the correct leading law at threshold, and the derivation below shows where it comes from and how soon it fails.

### The model and its units

The electron moves in an isotropic parabolic band in three dimensions,

$$E_{\mathbf k}=\frac{k^2}{2m}, \tag{1}$$

with energy measured from the band bottom. Hartree atomic units are used: $\hbar=1$, the elementary charge is 1, the free-electron mass is 1, and $4\pi\varepsilon_0=1$. Thus $m$ is the band mass in free-electron masses, and a phonon of angular frequency $\omega$ has energy $\omega$. Temperature $T$ is also written as an energy.

The lattice has one LO branch whose frequency $\omega$ does not depend on wavevector. Two dielectric constants describe the medium. The constant $\varepsilon_\infty$ is the response with the ions clamped, when the bound electrons alone polarize. The constant $\varepsilon_s$ is the static response, when the ions have also moved to their new equilibrium. Their difference enters through

$$\kappa=\frac{1}{\varepsilon_\infty}-\frac{1}{\varepsilon_s}, \tag{2}$$

which is positive, because the ionic displacement adds to the screening and makes $\varepsilon_s>\varepsilon_\infty$.

### The strength of the coupling

An LO vibration of a polar lattice carries a polarization, and hence an electric potential that acts on charges. For small displacements the potential is linear in the phonon amplitude. Let $\rho_{\mathbf q}=\sum_j e^{-i\mathbf q\cdot\mathbf r_j}$ be the Fourier component of the density of the charges, and let $a_{\mathbf q}$ remove a phonon of wavevector $\mathbf q$. The phonon energy, apart from its zero-point part, and the interaction are

$$H=\sum_{\mathbf q}\left[\omega a_{\mathbf q}^\dagger a_{\mathbf q}
+M_q\left(\rho_{\mathbf q}^\dagger a_{\mathbf q}+\rho_{\mathbf q}a_{\mathbf q}^\dagger\right)\right]. \tag{3}$$

The phases of the phonon operators are chosen so that $M_q$ is real. It depends on the length of $\mathbf q$ alone, because the medium is isotropic.

The size of $M_q$ follows from a situation whose energy is known from electrostatics. Take a smooth, static distribution of charge, so that $\rho_{\mathbf q}$ is a number and not an operator. Completing the square in (3) gives, for each wavevector,

$$\omega a^\dagger a+M(\rho^*a+\rho a^\dagger)
=\omega\left(a^\dagger+\frac{M\rho^*}{\omega}\right)
\left(a+\frac{M\rho}{\omega}\right)-\frac{M^2|\rho|^2}{\omega}. \tag{4}$$

Multiplying out the product confirms this: the two cross terms reproduce the interaction, and the last term of the product cancels the subtracted constant. The operator $a+M\rho/\omega$ differs from $a$ by a number, so it obeys the same commutation relation and describes an oscillator of the same frequency about a displaced equilibrium. The lowest energy has therefore changed by

$$\Delta U=-\sum_{\mathbf q}\frac{M_q^2|\rho_{\mathbf q}|^2}{\omega}. \tag{5}$$

This is the energy gained when the ions relax around the charges. The same energy can be written with dielectric constants. In a volume $V$ filled with a medium of constant $\varepsilon$, the Coulomb energy is

$$U(\varepsilon)=\frac12\sum_{\mathbf q\ne0}\frac{4\pi}{Vq^2\varepsilon}|\rho_{\mathbf q}|^2 . \tag{6}$$

The factor one half prevents each pair from being counted twice, and the term $\mathbf q=0$ is absent because the whole system is neutral. Before the ions relax the constant is $\varepsilon_\infty$, and afterwards it is $\varepsilon_s$. Hence

$$\Delta U=U(\varepsilon_s)-U(\varepsilon_\infty)
=-\sum_{\mathbf q\ne0}\frac{2\pi\kappa}{Vq^2}|\rho_{\mathbf q}|^2 . \tag{7}$$

Equations (5) and (7) must agree for every choice of the charge distribution, so they agree for each length of wavevector separately:

$$M_q^2=\frac{2\pi\omega\kappa}{Vq^2}. \tag{8}$$

This is the Fröhlich coupling. The factor $1/q^2$ records the long range of the Coulomb force. The coupling vanishes if $\varepsilon_s=\varepsilon_\infty$, that is, if the lattice vibration carries no long-range electric field. The bound electrons have been taken to follow the ions without delay, which requires $\omega$ to be small compared with the band gap.

The frequency in (8) is the longitudinal one, and a simple dielectric function shows why. Let a single lattice resonance at the transverse frequency $\omega_T$ give

$$\varepsilon(\nu)=\varepsilon_\infty\frac{\omega^2-\nu^2}{\omega_T^2-\nu^2}. \tag{9}$$

A longitudinal field can oscillate without external charge where $\varepsilon(\nu)=0$, which is at $\nu=\omega$. At $\nu=0$ equation (9) gives $\varepsilon_s/\varepsilon_\infty=\omega^2/\omega_T^2$. The inverse dielectric function, which governs the potential of a charge, becomes

$$\frac{1}{\varepsilon(\nu)}
=\frac1{\varepsilon_\infty}\left[1-\frac{\omega^2-\omega_T^2}{\omega^2-\nu^2}\right]
=\frac1{\varepsilon_\infty}-\frac{\kappa\,\omega^2}{\omega^2-\nu^2}. \tag{10}$$

In the last step, $(\omega^2-\omega_T^2)/\varepsilon_\infty=\omega^2(1/\varepsilon_\infty-1/\varepsilon_s)=\kappa\omega^2$. A charge therefore excites the lattice at the LO frequency, with a strength proportional to the same $\kappa$ that static relaxation gave.

### Matrix element and boson factor

For one electron, $\rho_{\mathbf q}=e^{-i\mathbf q\cdot\mathbf r}$. Acting on a plane wave $\mathbf k$, this operator produces the plane wave $\mathbf k-\mathbf q$ with amplitude one. The emission term $\rho_{\mathbf q}a_{\mathbf q}^\dagger$ in (3) thus transfers momentum $\mathbf q$ from the electron to the new phonon. The amplitude is one because the lattice-periodic parts of the initial and final Bloch functions are taken to be equal. That belongs to the parabolic-band model, and Section 2 gives the size of the error.

If the mode already holds $n$ phonons, then $a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$, and the squared matrix element is $M_q^2(n+1)$. It is linear in $n$, so a thermal average replaces $n$ by its mean. With $r=e^{-\omega/T}$,

$$N=\frac{\sum_n n r^n}{\sum_n r^n}=\frac{r/(1-r)^2}{1/(1-r)}=\frac{r}{1-r}=\frac1{e^{\omega/T}-1}. \tag{11}$$

The 1 in $N+1$ is spontaneous emission, which remains at zero temperature. The $N$ is emission stimulated by phonons already present.

### The golden rule and its integrals

Fermi's golden rule gives the transition rate to lowest order in the coupling. With all final electron states empty,

$$W(E)=2\pi(N+1)\sum_{\mathbf q}M_q^2\,
\delta\!\left(E_{\mathbf k-\mathbf q}+\omega-E_{\mathbf k}\right). \tag{12}$$

The delta function states that the electron loses the energy of one phonon. For a large volume the sum becomes an integral. Let $c=\cos\theta$, where $\theta$ is the angle between $\mathbf q$ and $\mathbf k$. The azimuthal integral gives $2\pi$, so

$$\sum_{\mathbf q}\to\frac{V}{(2\pi)^3}\int d^3q
=\frac{V}{4\pi^2}\int_0^\infty q^2dq\int_{-1}^{1}dc . \tag{13}$$

Insert (8) and (13) in (12). The volume cancels, the $q^2$ of the volume element cancels the $1/q^2$ of the coupling, and the numerical factors combine as $2\pi\cdot2\pi/(4\pi^2)=1$:

$$W=\omega\kappa(N+1)\int_0^\infty dq\int_{-1}^{1}dc\;
\delta\!\left(\frac{q^2}{2m}-\frac{kqc}{m}+\omega\right). \tag{14}$$

The argument of the delta function was obtained from $|\mathbf k-\mathbf q|^2=k^2-2kqc+q^2$. As a function of $c$ it has a slope of magnitude $kq/m$ and vanishes at

$$c_0=\frac{q^2+2m\omega}{2kq}. \tag{15}$$

The angular integral is therefore $m/(kq)$ if $c_0$ lies between $-1$ and 1, and zero otherwise. Since $c_0$ is positive, the condition is $c_0\le1$, or

$$q^2-2kq+2m\omega\le0. \tag{16}$$

The roots of the quadratic are real when $k^2\ge2m\omega$, which by (1) means $E\ge\omega$. This is the threshold: the electron must possess the energy it gives away. Above it, the allowed wavevectors are

$$k-k'\le q\le k+k',\qquad k'=\sqrt{k^2-2m\omega}. \tag{17}$$

Here $k'$ is the length of the electron's final wavevector. The lower limit belongs to an electron that continues in its original direction, and the upper limit to one that is thrown straight back.

Equation (15) also tells where the phonons go. Its right-hand side is half the sum of $q/k$ and $2m\omega/(kq)$. Two positive terms with a fixed product have their smallest sum when they are equal, which happens at $q=\sqrt{2m\omega}$. The smallest possible value of $c_0$ is thus $\sqrt{2m\omega}/k=\sqrt{\omega/E}$. Phonons are emitted inside a forward cone with $\cos\theta\ge\sqrt{\omega/E}$. The cone closes onto the electron's direction at threshold and opens towards a half-space at high energy.

The remaining integral over $q$ is elementary:

$$W=\omega\kappa(N+1)\frac mk\int_{k-k'}^{k+k'}\frac{dq}{q}
=\omega\kappa(N+1)\frac mk\ln\frac{k+k'}{k-k'} . \tag{18}$$

### The rate as a function of energy

To express (18) through energy, define the excess energy in units of the phonon energy,

$$x=\frac{E-\omega}{\omega}. \tag{19}$$

From (17), $k^2-k'^2=2m\omega$ and $k'^2=2m(E-\omega)$, so

$$\frac{k'}{\sqrt{k^2-k'^2}}=\sqrt x . \tag{20}$$

Now use $\operatorname{arcsinh}y=\ln\left(y+\sqrt{1+y^2}\right)$ with $y$ equal to the left-hand side of (20). Then $\sqrt{1+y^2}=k/\sqrt{k^2-k'^2}$, and

$$\operatorname{arcsinh}\sqrt x
=\ln\frac{k+k'}{\sqrt{(k-k')(k+k')}}
=\frac12\ln\frac{k+k'}{k-k'} . \tag{21}$$

The logarithm in (18) is twice this quantity. The prefactor is $m/k=\sqrt{m/(2E)}$. It is convenient to collect the material constants in the dimensionless Fröhlich constant

$$\alpha=\kappa\sqrt{\frac{m}{2\omega}}, \tag{22}$$

for which $\kappa\sqrt{m/(2E)}=\alpha\sqrt{\omega/E}$. The emission rate above threshold is then

$$W(E)=2\alpha\omega(N+1)\sqrt{\frac{\omega}{E}}\,
\operatorname{arcsinh}\sqrt{\frac{E-\omega}{\omega}} . \tag{23}$$

It is zero for $E\le\omega$. The quantity $2\alpha\omega$ sets the scale of the rate, and the rest is a function of $E/\omega$ alone, apart from the thermal factor.

The steps from (12) to (23) were tested by carrying out the sum over phonon wavevectors numerically, without solving for the angle. At $E=3\omega$ the delta function was replaced by a normalized Gaussian with a standard deviation of $0.03\,\omega$, and the integrand was summed on a grid of 1500 lengths and 5000 cosines. The result was 1.0002 times the value from (23).

Formula (23) rests on weak coupling. The golden rule counts single emissions, and it assigns sharp energies to the electron before and after each one. The first condition asks for $\alpha\ll1$. The second asks that the lifetime broadening of both states be small compared with the energies that matter, and at threshold the energy that matters is the small excess $E-\omega$. A small $\alpha$ does not by itself ensure this, so the condition has to be examined with numbers.

## 2. Threshold, maximum and use in a device model

The electron has energy $E=k^2/(2m)$ and emits an LO phonon of energy $\omega$, which leaves it with wavevector $k'=\sqrt{2m(E-\omega)}$. The mean phonon number is $N$, the excess energy is $x=(E-\omega)/\omega$, and the material enters through $\kappa=1/\varepsilon_\infty-1/\varepsilon_s$ and $\alpha=\kappa\sqrt{m/(2\omega)}$. Section 1 found the squared coupling $M_q^2=2\pi\omega\kappa/(Vq^2)$ and the rate (23), which in terms of $x$ reads

$$W=2\alpha\omega(N+1)f(x),\qquad f(x)=\frac{\operatorname{arcsinh}\sqrt x}{\sqrt{1+x}} . \tag{24}$$

### The square root and its first correction

The derivative of $\operatorname{arcsinh}s$ is $(1+s^2)^{-1/2}=1-s^2/2+\dots$, so $\operatorname{arcsinh}s=s-s^3/6+\dots$. With $s=\sqrt x$ and $(1+x)^{-1/2}=1-x/2+\dots$,

$$f(x)=\sqrt x\left(1-\frac x6+\dots\right)\left(1-\frac x2+\dots\right)
=\sqrt x\left[1-\frac{2x}{3}+O(x^2)\right]. \tag{25}$$

The leading term is the threshold law. Using (22), it can be written in two ways:

$$W_{\rm root}=2\alpha\omega(N+1)\sqrt{\frac{E-\omega}{\omega}}=\kappa(N+1)k' . \tag{26}$$

A numerical integration of the golden rule over final electron directions confirms (25). The logarithmic slope between $x=0.001$ and $x=0.002$ is 0.4990, and the coefficient of $x$ in the bracket, measured at $x=0.001$, is $-0.666$.

The full emission rate (23) is now derived, and the square root (26) is its leading term at threshold, with a first relative correction of $-2x/3$. It remains to explain where the square root comes from, to follow the rate to higher energies, and to find where each form can be used in a device model.
